\section*{Singlet Weights and the Loss of Recombination Contrast under Strong Exchange, part 2}

Two nearby electrons, for example on a silicon dangling bond and in a shallow trap, recombine faster as a singlet. Does the microwave contrast $C=(R_{\rm on}-R_{\rm off})/R_{\rm off}$ of their steady recombination rate $R$ vanish at strong exchange $J$?

Energies are divided by $\hbar$. The Hamiltonian $H$ contains exchange and Zeeman terms, with mean Larmor frequency $\bar\omega$ and Larmor difference $d$; $0<J<\bar\omega$. The levels are the pure triplets $T_\pm$ and the upper and lower mixtures $u,l$ of singlet and $T_0$, split by $\Omega=\sqrt{J^2+d^2}$. Their singlet weights are $w_{u,l}=(1\mp J/\Omega)/2$, with $w_u\simeq d^2/(4J^2)$ for $J\gg d$. Inner lines join $T_\pm$ to $u$, at $\bar\omega\mp(\Omega-J)/2$; outer lines join $T_\pm$ to $l$, at $\bar\omega\pm(\Omega+J)/2$.

Pairs are born unpolarised at total rate $G$, so each state receives $p=G/4$. They dissociate at rate $k$ and recombine at $r_S$ (singlet) or $r_T$ (triplet). With $g=k+r_T$ (a rate, not a spin's $g$ factor), $\Delta=r_S-r_T$ and singlet projector $P_S$, the loss operator is $K=g\mathbf 1+\Delta P_S$. The density matrix $\rho$ has as trace the number $N$ of pairs present, and $R=G-kN$. Dropping the coherence between $u$ and $l$ (for $\Omega\gg\Delta,g$), $T_\pm$ decay at $g$ and $u,l$ at $\gamma_i=g+\Delta w_i$. Without microwaves,
\begin{equation}
N_{\rm off}=\frac G4\left(\frac2g+\frac1{\gamma_u}+\frac1{\gamma_l}\right),\qquad R_{\rm off}=G-kN_{\rm off}.
\label{off}
\end{equation}

A drive $\omega_1$, equal on both spins, couples $T_\pm$ to level $i$ with $V_i^2=\omega_1^2(1-w_i)/2$. For one isolated resonant line, with $V=V_i$ and decay rates $a=g$, $b=\gamma_i$,
\begin{equation}
R_{\rm on}-R_{\rm off}=\frac{kG}{4}\,\frac{(a-b)^2}{ab(a+b)}\,\frac{4V^2}{4V^2+ab}.
\label{line}
\end{equation}
The last factor measures saturation. The drive exchanges population at rate $W=4V^2/(a+b)$, which a detuning $\delta$ changes to $2V^2\Gamma_{12}/(\Gamma_{12}^2+\delta^2)$, with $\Gamma_{12}=(a+b)/2$.

At very large $J$ the two inner lines merge, so \eqref{line} fails in the very limit that is wanted.

\textbf{A.} For that limit I use a bound which needs no isolated line. Take the three levels $T_+$, $T_-$ and $u$ with any coherent drive among them. The level $l$ is left out, which needs outer lines far off resonance and a drive that is not too strong; I give the size of the error below. In this space the steady equation is again
\begin{equation}
0=-i[H,\rho]-\tfrac12(K\rho+\rho K)+p\mathbf 1 .
\end{equation}
Every state is fed, so $\rho$ has no zero eigenvalue and can be inverted. Multiply by $\rho^{-1}$ and take the trace. The commutator gives ${\rm Tr}(\rho^{-1}H\rho-H)=0$, and the loss term gives $-{\rm Tr}K$, so
\begin{equation}
{\rm Tr}K=p\,{\rm Tr}\rho^{-1}.
\end{equation}
If $\lambda_j$ are the three eigenvalues of $\rho$, the Cauchy--Schwarz inequality gives $(\sum_j\lambda_j)(\sum_j1/\lambda_j)\ge9$. The number $N_3$ of pairs in the three levels therefore obeys $N_3\ge9p/{\rm Tr}K$.

Define $x=\Delta w_u/g$, so that $\gamma_u=g(1+x)$ and ${\rm Tr}K=g(3+x)$. Without drive, $N_3=(p/g)[2+1/(1+x)]$. The largest possible decrease is
\begin{align}
\delta N&\le\frac pg\left[\frac{3+2x}{1+x}-\frac9{3+x}\right]\nonumber\\
&=\frac pg\,\frac{(9+9x+2x^2)-(9+9x)}{(1+x)(3+x)}
=\frac pg\,\frac{2x^2}{(1+x)(3+x)} .
\end{align}
For the contrast on the inner lines this means
\begin{equation}
C_{\rm in}\le\frac{kG}{4gR_{\rm off}}\,\frac{2x^2}{(1+x)(3+x)} .
\label{bound}
\end{equation}
For the full pair this holds only while the drive leaves the singlet admixture of the triplet levels nearly unchanged. With the rates and the $d$ of the example below, and $J$ from $30d$ to $120d$, a drive $\omega_1/2\pi$ of $10$ MHz can exceed the bound by about 2 per cent, and one of $30$ MHz, close to $d/2\pi$, by about 19 per cent; the largest excess occurs with the microwave frequency about $0.7\,\omega_1$ away from $\bar\omega$. The excess hardly depends on $J$ in this range, so the contrast still falls in the same way.

Within the three levels, fast incoherent mixing reaches the bound: it makes the three populations equal, each $3p/{\rm Tr}K$. One saturated inner line, by \eqref{line} with $a=g$ and $b=g(1+x)$, has $x^2/[(1+x)(2+x)]$ in place of the last fraction. For small $x$ that is $3/4$ of the bound.

\textbf{Q.} So the contrast is gone as soon as $J\gg d$?

\textbf{A.} Not yet. What must be small is
\begin{equation}
x\simeq\frac{\Delta}{g}\,\frac{d^2}{4J^2}.
\end{equation}
If the singlet decays much faster than the triplet, $\Delta/g$ is large, and a small singlet admixture still shortens the life of $u$ noticeably. The first condition is $J/d\gg\frac12\sqrt{\Delta/g}$, together with $J\gg d$. Beyond it the bound falls as $x^2$, hence as $J^{-4}$.

\textbf{Q.} And the outer lines? They lead to the singlet, whose decay rate stays different.

\textbf{A.} They set a second condition. In \eqref{line} the rates are now $a=g$ and $b=\gamma_l\to g+\Delta$, so the factor with $(a-b)^2$ stays finite. What vanishes is the coupling:
\begin{equation}
4V_l^2=2\omega_1^2w_u\simeq\frac{\omega_1^2d^2}{2J^2}.
\end{equation}
The contrast is small when this is much less than $ab\simeq g(g+\Delta)$, that is, when
\begin{equation}
\frac Jd\gg\frac{\omega_1}{\sqrt{2g(g+\Delta)}} .
\end{equation}
It then falls as $J^{-2}$, as long as $J\ll\bar\omega$. At fixed rates, fixed $d$ and fixed $\omega_1$, the contrast on all four lines tends to zero as $J/d\to\infty$, with $\bar\omega$ kept above $J$ as assumed earlier. If $\omega_1$ grows in proportion to $J$, the outer contrast need not vanish, provided the microwave frequency follows the line, which such a strong drive shifts.

\textbf{Q.} Is the cause not simply that the triplet populations become equal?

\textbf{A.} It is the equality of their decay rates. At $d=0$ neither exchange nor the common drive connects singlet and triplet. Within the triplet $K=g\mathbf 1$, and the trace of the steady equation gives a triplet number equal to its total feed divided by $g$, however the drive moves the pairs. A numerical steady state at $d=0$, with both spins born with polarisation $0.5$, has unequal triplet populations and a contrast of $2.6\times10^{-11}$, which is zero within rounding.

If recombination doubles the decay of $T_0$ alone, the contrast returns and is $0.086$ for the example below. The two lines then coincide, and $T_0$ couples to one combination of $T_+$ and $T_-$. That is a two-level problem with rates $g$ and $2g$.

\textbf{Q.} Give me numbers for an interface.

\textbf{A.} Take a field of $0.35$ T, a temperature of $10$ K and $g$ factors $2.006$ and $2.000$, round values for a dangling bond and a shallow trap. They give $\bar\omega/2\pi=9.81$ GHz and $d/2\pi=29.4$ MHz, or $0.122\ \mu$eV. The rates are $r_S=10^5$, $r_T=100$ and $k=900\ {\rm s}^{-1}$, hence $g=1000$ and $\Delta=99\,900\ {\rm s}^{-1}$. The drive is $\omega_1/2\pi=10$ kHz.

At $J=10d$, $\Omega=\sqrt{101}\,d$ and $w_u=(1-10/\sqrt{101})/2=0.00248$, so $x=99.9\times0.00248=0.248$. The background is $R_{\rm off}=0.3675\,G$. The inner line is saturated, so
\begin{equation}
C_{\rm in}=\frac{900}{4\times1000\times0.3675}\,\frac{0.248^2}{1.248\times2.248}=0.0134 .
\end{equation}
For the outer line, $4V_l^2=2\omega_1^2w_u=1.96\times10^7$ and $ab=1.007\times10^8\ {\rm s}^{-2}$. The saturation factor is $1.96/(1.96+10.07)=0.163$, and \eqref{line} gives $C_{\rm out}=0.097$. With the same settings at other $J$, and pairs still born unpolarised:

\begin{center}
\begin{tabular}{ccccc}
$J/d$ & $w_u$ & $x$ & $C_{\rm in}$ & $C_{\rm out}$\\
0.3 & 0.356 & 35.6 & 0.381 & 0.389\\
3 & 0.0257 & 2.56 & 0.188 & 0.303\\
10 & 0.00248 & 0.248 & 0.0134 & 0.097\\
60 & $6.9\times10^{-5}$ & 0.0069 & $1.65\times10^{-5}$ & 0.0036
\end{tabular}
\end{center}

At $J=3d$ the upper level is 97 per cent triplet, yet the inner contrast is still half of its value at $J=0.3d$. The point $x=1$ lies at $J=4.9d$, or $J/2\pi=145$ MHz ($0.60\ \mu$eV). The scale of the outer condition is $J=4.4d$.

The outer column takes the drive as equal on both spins. The different $g$ factors change its strength on the two spins by the fractions $\pm d/(2\bar\omega)$, and this unequal part couples $T_\pm$ directly to the singlet. The coupling through the $T_0$ part has the relative amplitude $d/(2J)$, so the correction to it is of relative size $J/\bar\omega$, with opposite signs on the two outer lines. At $10d$ it changes the outer contrast by about 5 per cent. At $60d$ the contrast becomes $0.0050$ on the $T_+$ line and $0.0025$ on the $T_-$ line, in place of $0.0036$. Since $J<\bar\omega$, the extra part stays smaller than the one kept, and the contrast still vanishes in the limit.

\textbf{Q.} Do these values survive without your separate decay rates and isolated lines?

\textbf{A.} The full four-state density matrix with coherent drive, again equal on both spins, was solved at six values of $J/d$ from $0.3$ to $60$. It agrees with \eqref{line} on inner and outer lines within 2 per cent; the largest difference, about $0.2$ per cent, is on the inner line at $60d$. From $30d$ to $60d$ the inner contrast falls by a factor $15.3$ and the outer by $3.9$, close to the limiting factors 16 and 4.

At $J=30d$ the inner region was also scanned within $0.5$ MHz of $\bar\omega$, with drives $\omega_1/2\pi$ of $0.01$, $0.1$, $0.3$ and $1$ MHz. The largest contrast was $0.94$ of the bound \eqref{bound}, found at the edge of this window with the $1$ MHz drive; that drive peaks about $0.7$ MHz from $\bar\omega$, at $0.99$ of the bound. At the same $J$, a drive of $1$ MHz on the outer line gives a contrast of $0.66$. There $J\gg d$ holds, but the second condition does not.

\textbf{Q.} At $10$ K the spins are slightly polarised. Does that spoil the $J^{-4}$ law?

\textbf{A.} In the end it does. Let both spins be born with polarisation $P$. Then $T_+$ and $T_-$ together receive $G(1+P^2)/2$, and $u$ receives $F_u=G(1-P^2)/4$. The three levels receive $F=G(3+P^2)/4$. To first order in $x$, full mixing replaces the loss of pairs $F_ux/g$ by $Fx/(3g)$, so the number falls by an additional
\begin{equation}
\frac xg\left(\frac F3-F_u\right)=\frac{GP^2x}{3g}.
\end{equation}
The unpolarised decrease is $Gx^2/(6g)$ for small $x$, so the ratio of the two is $2P^2/x$. Here $P=0.0235$. With both inner lines saturated together, polarisation raises the contrast by $0.5$ per cent at $10d$ and by 16 per cent at $60d$. Once $x\ll2P^2$ this contrast falls as $J^{-2}$.

A single inner line, as in the table, is more sensitive, because $T_+$ and $T_-$ are fed unequally. The level $T_\pm$ receives $F_\pm=G(1\mp P)^2/4$, and saturating its line to $u$ lowers the number of pairs by an additional
\begin{equation}
\frac{x}{2g}\,(F_\pm-F_u)\simeq\mp\frac{GPx}{4g}.
\end{equation}
The unpolarised decrease is now $Gx^2/(8g)$, so the ratio of the two is $\mp2P/x$, which is linear in $P$. At $10d$ polarisation changes the contrast by about a quarter, upwards on the $T_-$ line and downwards on the $T_+$ line. At $60d$ the contrasts are $1.3\times10^{-4}$ and $-9\times10^{-5}$, in place of $1.65\times10^{-5}$: on the $T_+$ line the microwaves then lower the current. For a single line the fall as $J^{-2}$ sets in once $x\ll2P$. The contrast still vanishes in the limit.

\textbf{Q.} How far would a real oxide interface depart from this?

\textbf{A.} The $g$ factors and the field are in a rough typical range for dangling bonds in microwave experiments near $10$ GHz. The rates are rough, and they vary with temperature and with the distance between the partners. The drive, $0.36\ \mu$T, is weak; I chose it to keep the lines apart. The contrasts refer to the recombination of the pairs alone; any current that flows by paths independent of spin lowers the measured relative change. A real sample does not have one $d$ and one $J$. The $g$ factor of a dangling bond depends on the field direction. With $J$ held at $294$ MHz, changing it to $2.0015$ or $2.0085$ multiplies the saturated inner contrast, $0.0186$ for full mixing, by $0.006$ or $2.9$. A spread of $J$ moves the outer lines by nearly the same amount: 10 per cent at $10d$ is $29$ MHz, so a fixed frequency then meets few of the pairs. The inner lines lie only $d^2/(4J)=0.7$ MHz from the centre, and the same spread moves them by about $0.07$ MHz. That is far less, but still several times their half-width: with the detuned exchange rate, the saturation factor in \eqref{line} falls to one half at $\delta\simeq2V_u\simeq\sqrt2\,\omega_1$, which is $14$ kHz in ordinary frequency. At this weak drive a fixed frequency therefore misses many pairs on the inner lines too.

Other neglected effects can be sized on the same reference contrast. Like the two factors for the $g$ factor above, the following ones assume that both inner lines of every pair are saturated, and they leave out any shift of the lines away from the microwave frequency. Relaxation at $100\ {\rm s}^{-1}$ between every two levels multiplies it by $0.54$, but at $1000\ {\rm s}^{-1}$ by only $0.035$, so the relaxation rate matters greatly. A hyperfine spread of $d$ of $5$ MHz rms multiplies it by about $1.1$. Dipolar coupling at $4$ nm changes it by less than 1 per cent. At higher temperature faster relaxation may matter more, and these numbers do not cover that case.

Extra dephasing is not among these effects. If its noise is common to both spins, it adds to the decay of the coherence between $T_\pm$ and a mixed level, and so lowers the exchange rate $W$. At $10d$ and the drive used here, such dephasing with a time of $1\ \mu$s lowers the contrast of a single inner line only from $0.0134$ to $0.0121$, but that of an outer line from $0.097$ to $0.0055$. The outer values in the table therefore hold only for pairs whose coherence is limited by their own decay. Noise that differs between the two spins and is fast enough to contain the frequency $\Omega$ does more: it also moves pairs between $u$ and $l$. This shortens the life of $u$ and can raise the inner contrast strongly, so the values here do not cover it. The numerical output also lists the contrasts at $J=d$ and $J=30d$.

\section*{Computed results}
\begin{verbatim}
field 0.35 T, temperature 10.0 K
g factors 2.006 and 2.000
mean Larmor frequency 9.812 GHz
d/2pi 29.39 MHz = 0.1216 ueV
r_S 100000, r_T 100, k 900 1/s
g = k + r_T 1000 1/s, Delta 99900 1/s
drive/2pi 10 kHz, B1 0.357 uT (g=2)
J/d | J/2pi (MHz) | w_u | w_l | x | R_off/G
 0.3 |     8.8 | 3.563e-01 | 0.643674 | 3.560e+01 | 0.5404
   1 |    29.4 | 1.464e-01 | 0.853553 | 1.463e+01 | 0.5330
   3 |    88.2 | 2.566e-02 | 0.974342 | 2.563e+00 | 0.4846
  10 |   293.9 | 2.481e-03 | 0.997519 | 2.479e-01 | 0.3675
  30 |   881.8 | 2.775e-04 | 0.999722 | 2.773e-02 | 0.3288
  60 |  1763.5 | 6.943e-05 | 0.999931 | 6.936e-03 | 0.3243
contrast: J/d | inner law, full | outer law, full | inner bound
 0.3 | 3.807e-01, 3.807e-01 | 3.886e-01, 3.886e-01 | 7.470e-01
   1 | 3.468e-01, 3.468e-01 | 3.794e-01, 3.794e-01 | 6.558e-01
   3 | 1.875e-01, 1.875e-01 | 3.032e-01, 3.032e-01 | 3.078e-01
  10 | 1.341e-02, 1.341e-02 | 9.683e-02, 9.683e-02 | 1.857e-02
  30 | 2.524e-04, 2.525e-04 | 1.412e-02, 1.412e-02 | 3.381e-04
  60 | 1.651e-05, 1.654e-05 | 3.639e-03, 3.639e-03 | 2.205e-05
inner contrast ratio, J/d 30 to 60: 15.27
outer contrast ratio, J/d 30 to 60: 3.88
x = 1 at J/d 4.92, J/2pi 144.7 MHz = 0.598 ueV
outer-line scale drive/sqrt(2g(g+Delta)): J/d 4.42
largest scanned fraction of inner bound, J=30d: 0.943
outer contrast, J=30d, drive/2pi 1 MHz: 0.661
d=0, polarised birth (0.5), contrast: 2.6e-11
d=0, T0 decay doubled, contrast: 0.0861
saturated inner contrast at J=10d (reference): 0.0186
neglected effects, factor on the saturated inner contrast:
thermal polarisation 0.0235: 1.0054 (10d), 1.161 (60d)
relaxation 100 1/s per level pair: 0.543
hyperfine spread of d, 5 MHz rms: 1.086
g anisotropy, g=2.0015: 0.0059; g=2.0085: 2.851
dipolar 0.814 MHz at 4 nm: 1.0045 (90 deg), 0.9911 (0 deg)
dropped u-l coherence, relative error of R_off: 1.2e-09
\end{verbatim}
